# Wavevector-Dependent Conductivity and Nonlocal Heat-Flux Kernel of a Gray Phonon Medium

A sinusoidal heat source of period 500 nm and amplitude \(10^{17}\) W/m³ acts on a model solid with bulk conductivity 200 W/(m K) and phonon mean free path 100 nm. Fourier's law predicts a temperature amplitude of 3.17 K. The phonon Boltzmann equation gives 4.18 K if the source feeds all directions of travel equally, but 3.17 K if the same power enters with a weight proportional to the squared direction cosine. Both the rise and its disappearance follow from one Fourier transform, which also shows what a nonlocal conductivity must specify before it can be used.

## 1. Model and conventions

The medium is infinite, isotropic and gray: all phonons share one speed \(v\) and one relaxation time \(\tau\), so the mean free path is \(\Lambda=v\tau\). The equation is linearized about a uniform temperature, and \(T\) is the deviation from it. Fields vary along \(x\), and \(\mu\) is the cosine of the angle between the direction of travel and \(x\). Averages over directions are

\[
\langle f\rangle=\tfrac12\int_{-1}^{1}f(\mu)\,d\mu .
\]

The directional energy density \(g(x,\mu,t)\) is normalized so that, with \(C\) the heat capacity per volume,

\[
\langle g\rangle=CT,\qquad J=v\langle\mu g\rangle .
\]

The first relation defines \(T\) by the local energy density, even where the phonons are far from equilibrium. The transport equation is

\[
\partial_t g+v\mu\,\partial_x g=-\frac{g-CT}{\tau}+Q\,a(\mu),\qquad \langle a\rangle=1, \tag{1}
\]

where \(Q\) is the heating power per volume and \(a(\mu)\) says how it is shared among directions. Averaging (1) removes the relaxation term, because \(\langle g\rangle=CT\), and leaves energy conservation:

\[
C\,\partial_tT+\partial_xJ=Q. \tag{2}
\]

Fields are written as \(e^{iqx-i\omega t}\), and \(k=q\Lambda\) is the reduced wavevector. The formulas are even in \(k\), so \(k>0\) is taken where a sign matters. The bulk conductivity is \(\kappa_0=Cv\Lambda/3\).

## 2. Steady conductivity for an isotropic source

Set \(\omega=0\) and \(a=1\). Multiplying (1) by \(\tau\) and replacing \(\partial_x\) by \(iq\) gives

\[
(1+ik\mu)\,g=CT+\tau Q. \tag{3}
\]

Divide by \(1+ik\mu\) and average. The odd part of the integrand cancels, so

\[
A\equiv\Big\langle\frac1{1+ik\mu}\Big\rangle
=\Big\langle\frac{1-ik\mu}{1+k^2\mu^2}\Big\rangle
=\int_0^1\frac{d\mu}{1+k^2\mu^2}=\frac{\arctan k}{k}. \tag{4}
\]

The definition of \(T\) now closes the problem:

\[
CT=(CT+\tau Q)A\quad\Longrightarrow\quad \tau Q=CT\,\frac{1-A}{A}. \tag{5}
\]

Define \(\kappa(q)\) by \(J=-\kappa(q)\,iqT\). Steady energy conservation reads \(iqJ=Q\), so \(\kappa q^2T=Q\). Insert (5) and use \(q^2=k^2/(v\tau)^2\) and \(Cv^2\tau=3\kappa_0\):

\[
\kappa(q)=\frac{C}{\tau q^2}\,\frac{1-A}{A}
=\frac{3\kappa_0}{k^2}\left(\frac{k}{\arctan k}-1\right). \tag{6}
\]

Since the source is isotropic, a plane wave in any direction obeys the same algebra with \(\mu\) measured from its wavevector. Equation (6) therefore also holds for three-dimensional fields, with \(q\) the length of the wavevector.

**Long waves.** From \(A=1-k^2/3+k^4/5-\dots\),

\[
\frac1A=1+\frac{k^2}{3}+\left(\frac19-\frac15\right)k^4+\dots
=1+\frac{k^2}{3}-\frac{4k^4}{45}+\dots,
\]

and therefore \(\kappa/\kappa_0=1-4k^2/15+\dots\). Fourier's law is the leading term. In code, (6) subtracts nearly equal numbers when \(k\) is small, with a relative error of order the machine precision divided by \(k^2\). Below about \(k=10^{-3}\) the two-term series is the better choice.

**Short waves.** With \(\arctan k=\pi/2-1/k+\dots\),

\[
\frac{k}{\arctan k}-1=\frac{2k}{\pi}\left[1+\frac1k\left(\frac2\pi-\frac\pi2\right)+\dots\right],
\qquad
\kappa\to\frac{6\kappa_0}{\pi k}=\frac{2Cv}{\pi q}. \tag{7}
\]

The relaxation time has dropped out. By (5), \(CT\simeq\tau QA\simeq\pi Q/(2qv)\) in this limit. The integral (4) comes mainly from directions with \(|\mu|\) of order \(1/k\), nearly parallel to the wavefronts: their share of all directions falls as \(1/\tau\), while \(g\) in each of them, of order \(\tau Q\), grows as \(\tau\). The energy they hold together is therefore independent of \(\tau\) in this limit. At \(k=50\) the ratio of \(\kappa\) to its limit is 0.9815, where the first correction gives \(1-0.934/50=0.981\).

## 3. The temperature must be named

Equation (3) contains the combination

\[
T_p=T+\frac{\tau Q}{C},
\]

called here the emission temperature, since \(CT_p/\tau\) is the total rate at which phonons are launched by scattering and by the source. The flux can be computed from it directly. Because \(ik\mu/(1+ik\mu)=1-1/(1+ik\mu)\),

\[
J=v\,CT_p\Big\langle\frac{\mu}{1+ik\mu}\Big\rangle=v\,CT_p\,\frac{1-A}{ik}.
\]

Setting this equal to \(-\kappa_p\,iqT_p\) and using \(1/(ik)=-i/k\) gives

\[
\kappa_p(q)=\frac{Cv(1-A)}{kq}=\frac{3\kappa_0(1-A)}{k^2}=A\,\kappa(q). \tag{8}
\]

Both conductivities describe the same flux. They differ because \(T_p=T/A\) by (5). At long waves \(\kappa_p/\kappa_0=1-3k^2/5+\dots\), and at short waves \(\kappa_p\to3\kappa_0/k^2\), a faster fall than (7). At \(k=5\) the two ratios to \(\kappa_0\) are 0.317 and 0.087. A code that stores the energy density needs \(\kappa\); one that stores the total emission rate needs \(\kappa_p\).

## 4. The source must be named

For a general even \(a(\mu)\), the source term in (3) becomes \(\tau Qa\). The closure is then \(CT=CTA+\tau QA_a\) with \(A_a=\langle a/(1+ik\mu)\rangle\), and the steps that led to (6) give

\[
\kappa_a(q)=\frac{3\kappa_0}{k^2}\,\frac{1-A}{A_a}. \tag{9}
\]

Take \(a=3\mu^2\), which has unit average. Using \(k^2\mu^2/(1+k^2\mu^2)=1-1/(1+k^2\mu^2)\),

\[
A_a=3\Big\langle\frac{\mu^2}{1+k^2\mu^2}\Big\rangle=\frac{3(1-A)}{k^2},
\qquad \kappa_a=\kappa_0\ \text{for every }q.
\]

The reason is visible in the distribution. Try \(g=CT(1-ik\mu)\), the local-equilibrium form with a linear drift term. The left side of the transport equation becomes

\[
(1+ik\mu)(1-ik\mu)\,CT=CT+k^2\mu^2\,CT .
\]

This matches \(CT+3\mu^2\tau Q\) if \(\tau Q=k^2CT/3\), which is \(Q=\kappa_0q^2T\), Fourier's law. The source supplies the very anisotropy that the drift form needs. The reduction in (6) is thus a joint property of the medium and of the way heat enters it, and a kernel obtained for one heating mechanism need not serve another.

## 5. The real-space kernel

For the isotropic source, the product \(-\kappa(q)\,iqT(q)\) becomes a convolution:

\[
J(x)=-\int_{-\infty}^{\infty}K(x-x')\,T'(x')\,dx',\qquad
K(x)=\frac{\kappa_0}{\Lambda}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,F(k)\,e^{ik\xi}, \tag{10}
\]

with \(F=\kappa/\kappa_0\) and \(\xi=|x|/\Lambda>0\). Since \(F\) falls as \(1/k\), the contour may be closed in the upper half plane.

The singularities there are as follows. The principal arctangent vanishes at \(k=0\) alone, where \(F\to1\), so there is no pole. It has a branch cut along \(k=is\), \(s>1\). At the branch point \(F\) stays finite, so a small circle around it contributes nothing. The contour collapses onto the two sides of the cut.

On the right side, \(ik=-s+i0\). From \(\arctan k=\frac1{2i}\ln\frac{1+ik}{1-ik}\),

\[
\arctan k=\frac{-2L+i\pi}{2i}=iL+\frac\pi2,\qquad
L=\tfrac12\ln\frac{s+1}{s-1}=\operatorname{artanh}\frac1s .
\]

On the left side \(\pi/2\) changes sign. Hence \(k/\arctan k=s/(L\mp i\pi/2)\), with the upper sign on the right. With \(k^2=-s^2\), the \(-1\) in \(F\) cancels in the difference:

\[
F_R-F_L=-\frac3s\left[\frac1{L-i\pi/2}-\frac1{L+i\pi/2}\right]
=-\frac{3}{s}\,\frac{i\pi}{L^2+\pi^2/4}.
\]

The path runs down the left side and up the right side, so the integral is that of \(F_R-F_L\) upward along the cut, with \(dk=i\,ds\). The product \(i(-i)=1\) makes it positive:

\[
K=\frac{\kappa_0}{\Lambda}\,\frac{3\pi}{2\pi}\int_1^\infty\frac{ds}{s}\,\frac{e^{-s\xi}}{L^2+\pi^2/4}.
\]

With \(s=1/\mu\), where \(\mu\) is now an integration variable,

\[
K(x)=\frac{3\kappa_0}{2\Lambda}\int_0^1\frac{d\mu}{\mu}\,
\frac{e^{-|x|/(\Lambda\mu)}}{\operatorname{artanh}^2\mu+\pi^2/4}. \tag{11}
\]

The kernel is positive and is a sum of exponentials with decay lengths up to \(\Lambda\). Its area is \(\kappa(0)=\kappa_0\). Expanding the transform as \(1-k^2\langle\xi^2\rangle/2+\dots\) and comparing with \(1-4k^2/15\) gives \(\langle\xi^2\rangle=8/15\), a root-mean-square range of \(0.73\Lambda\). Near the origin, the region \(\xi\lesssim\mu\ll1\) dominates. There the denominator is \(\pi^2/4\), and

\[
K\simeq-\frac{6\kappa_0}{\pi^2\Lambda}\ln\frac{|x|}{\Lambda}.
\]

This is only the leading term. The next one is a constant, about \(-0.50\,\kappa_0/\Lambda\), so the logarithm alone is still 14% too large at \(|x|=10^{-3}\Lambda\).

The kernel that belongs to \(T_p\) is

\[
K_p(x)=\frac{3\kappa_0}{2\Lambda}E_3(\xi),\qquad E_3(\xi)=\int_0^1\mu\,e^{-\xi/\mu}\,d\mu. \tag{12}
\]

To confirm it, note that \(e^{-|\xi|/\mu}\) has the transform \(2\mu/(1+k^2\mu^2)\). The transform of \(K_p/\kappa_0\) is then \(3\int_0^1\mu^2d\mu/(1+k^2\mu^2)=3(1-A)/k^2\), as (8) requires. This kernel is finite at the origin and wider, with \(\langle\xi^2\rangle=6/5\) and a range of \(1.10\Lambda\).

**Use on a grid.** Sampling \(K\) at zero separation fails because of the logarithm. Integrate it over each cell instead, using

\[
\int_0^{x}K\,dx'=\frac{3\kappa_0}{2}\int_0^1d\mu\,\frac{1-e^{-x/(\Lambda\mu)}}{\operatorname{artanh}^2\mu+\pi^2/4},\qquad x>0.
\]

The substitution \(\mu=\tanh u\), \(d\mu=du/\cosh^2u\), replaces \(\operatorname{artanh}\mu\) by \(u\) and removes the endpoint difficulty at \(\mu=1\). The weight of a cell is the difference of this function at its two edges; the central cell has twice the value at half a cell width.

If \(Q\) is given and \(T\) is wanted, no convolution is needed: \(T(q)=Q(q)/[\kappa(q)q^2]\) for \(q\neq0\).

## 6. Time dependence and free decay

For \(\omega\ne0\) and \(a=1\), put \(\sigma=1-i\omega\tau\). Equation (3) becomes \((\sigma+ik\mu)g=CT+\tau Q\), and for \(\operatorname{Re}\sigma>0\)

\[
B\equiv\Big\langle\frac1{\sigma+ik\mu}\Big\rangle=\int_0^1\frac{\sigma\,d\mu}{\sigma^2+k^2\mu^2}=\frac1k\arctan\frac k\sigma,
\qquad \tau Q=CT\Big(\frac1B-1\Big).
\]

Equation (2) now gives \(\kappa q^2T=Q+i\omega CT\). Since \(-1+i\omega\tau=-\sigma\),

\[
\kappa(q,\omega)=\frac{3\kappa_0}{k^2}\left[\frac{k}{\arctan(k/\sigma)}-\sigma\right]. \tag{13}
\]

A temperature wave that decays freely as \(e^{-\gamma t}\) has \(Q=0\), hence \(B=1\), with \(\sigma=1-\gamma\tau\). Then \(\arctan(k/\sigma)=k\), so \(\sigma=k\cot k\) and

\[
\gamma\tau=1-k\cot k,\qquad 0<k<\frac\pi2. \tag{14}
\]

The upper limit arises because the arctangent has a real part below \(\pi/2\) when \(\operatorname{Re}\sigma>0\). For \(\operatorname{Re}\sigma<0\) the average \(B\) has a negative real part and cannot equal 1. For \(k\ge\pi/2\) no such mode therefore exists, and what remains is the continuum \(\sigma=-ik\mu\) of free flight damped as \(e^{-t/\tau}\).

The amplitude of the mode follows from an isotropic start, \(Q=CT_0\,\delta(t)\). With \(p=-i\omega\) and \(\sigma=1+p\tau\), the transformed temperature is \(\tau T_0B/(1-B)\). Since \(dB/d\sigma=-1/(\sigma^2+k^2)\), its residue at \(B=1\) is

\[
T_0(\sigma^2+k^2)=T_0k^2(\cot^2k+1)=T_0\,\frac{k^2}{\sin^2k}.
\]

This exceeds \(T_0\). The isotropic start carries no flux, so by (2) the temperature begins with zero slope and the exponential sets in late.

The steady \(\kappa(q)\) gives a different rate, \(\gamma\tau=k/\arctan k-1=k^2/3-4k^4/45+\dots\), whereas (14) expands as \(k^2/3+k^4/45+\dots\). The first correction even has the opposite sign. The steady conductivity must therefore not be used for decay rates once \(k\) is of order one.

## 7. Worked numbers

The parameters are round model values: \(C=1.0\) MJ/(m³ K), \(v=6000\) m/s and \(\Lambda=100\) nm. They give \(\tau=16.7\) ps and \(\kappa_0=10^6\times6000\times10^{-7}/3=200\) W/(m K).

**Sinusoidal source.** A period of 500 nm gives \(k=2\pi\times100/500=1.257\) and \(A=0.7151\). Then

\[
\frac{\kappa}{\kappa_0}=\frac{3(1/0.7151-1)}{1.257^2}=0.757,\qquad \kappa=151\ \text{W/(m K)}.
\]

The flux amplitude is \(Q/q=7.96\) GW/m² whatever the conductivity, because energy conservation fixes it. The temperature amplitude is \(Q/(\kappa q^2)=4.18\) K, against 3.17 K with \(\kappa_0\) or with the \(3\mu^2\) source. The emission temperature is higher by \(\tau Q/C=1.67\) K, which gives 5.85 K, in accord with \(\kappa_p=0.7151\times151=108\) W/(m K).

**Free decay at this period.** Equation (14) gives \(\gamma\tau=0.592\), a decay time of 28.2 ps, with amplitude factor 1.75. Fourier's law gives 0.526, and the steady \(\kappa(q)\) would give 0.398. At \(k=2\), beyond the limit in (14), a calculation with 400 discrete directions has a lowest rate of 0.995, close to the continuum value 1. Some shift is expected there, since the trace of the discrete operator sets the mean rate to \(1-1/400\).

**Localized heater.** A Gaussian heater of standard deviation 50 nm and peak \(10^{17}\) W/m³ is paired with an equal cooler 1500 nm away in a periodic cell 3000 nm long, since a steady periodic state needs zero net heating. Heaters and coolers then alternate at equal spacing, so by symmetry half the heater's power leaves on each side (for another cell length the split is unequal), which gives \(10^{17}\times50\times10^{-9}\sqrt{2\pi}/2\) W/m², or 6.27 GW/m², far from the heater. The transport equation was solved in real space, and its temperature gradient was then inserted into (10) and into the local law \(-\kappa_0T'\). Fluxes are in GW/m²:

| Distance (nm) | Transport | Kernel | Local law |
|---|---|---|---|
| 51 | 4.35 | 4.35 | 6.13 |
| 101 | 6.00 | 6.00 | 7.17 |
| 201 | 6.27 | 6.27 | 6.41 |
| 401 | 6.27 | 6.27 | 6.27 |

The local law is 41% above the transport flux at 51 nm and 2% above it at 201 nm. The sign can be read from the long-wave expansion: \(-\kappa_0T'\) has the transform \((\kappa_0/\kappa)J\), so it is approximately \(J-\frac4{15}\Lambda^2J''=J-\frac4{15}\Lambda^2Q'\), and \(Q'<0\) on the side of the heater tabulated here, where \(J>0\). The heater is too narrow for this expansion to give the size: it yields 7.6 GW/m² at 51 nm against 6.13, and an excess of 0.1% at 201 nm against 2%. At that distance \(Q'\) has nearly vanished, and the excess comes from the nonlocal reach back into the heated region.

Over the whole cell, the largest error of the kernel flux is \(2\times10^{-4}\) of the peak flux, both for \(K\) with \(T\) and for \(K_p\) with \(T_p\). This is discretization error (grid spacing 5 nm); in the continuum both pairings are exact. Combining \(K_p\) with \(T\) raises it to 20%, and the local law reaches 29%. The wrong pairing also matters outside the heater, where \(T_p\) and \(T\) coincide, because the convolution reaches back into the heated region.

At the heater's centre the temperature, measured from the cell average, is 23.2 K, against 22.2 K from Fourier's law with the same flux. Both values depend on the cell length; their difference does not, as long as heater and cooler are many mean free paths apart. The long-wave estimate of this excess follows from (5):

\[
\frac{C(T-T_F)}{\tau Q}=\frac{A}{1-A}-\frac3{k^2}\to\frac45 ,
\]

where \(T_F\) is the Fourier temperature. This would give \(0.8\times1.67=1.3\) K. The computed excess is 1.0 K. The smaller value fits the fall of \(A/(1-A)-3/k^2\) at shorter waves: this difference is 0.61 at \(k=1.257\) and tends to zero as \(\pi/(2k)\).

## 8. Range of validity

The kernels assume an infinite medium. Within a few mean free paths of a surface or interface, phonons arrive that were reflected or emitted there, and a kernel depending on \(x-x'\) alone no longer suffices. A real solid has a spread of mean free paths, for which one \(\Lambda\) is a model choice; the closure (5) must then be redone with mode-dependent relaxation times. Finally, (11) presumes steady, isotropic heating. For other even angular distributions use (9), and for time-dependent isotropic heating use (13). The numerical output gives further values of both conductivities and both kernels for checking an implementation.

## Computed results

```
heat capacity C = 1.00 MJ/(m^3 K)
speed v = 6000 m/s
mean free path Lambda = 100 nm
relaxation time tau = 16.667 ps
bulk conductivity kappa0 = 200.0 W/(m K)
small-k coefficient, direct = 0.2663
kappa*pi*k/(6 kappa0) at k=50, direct = 0.9815
k= 0.1: kappa/kappa0 = 0.9973, kappa_p/kappa0 = 0.9940
k= 0.5: kappa/kappa0 = 0.9409, kappa_p/kappa0 = 0.8725
k= 1.0: kappa/kappa0 = 0.8197, kappa_p/kappa0 = 0.6438
k= 2.0: kappa/kappa0 = 0.6048, kappa_p/kappa0 = 0.3348
k= 5.0: kappa/kappa0 = 0.3169, kappa_p/kappa0 = 0.0870
k=10.0: kappa/kappa0 = 0.1739, kappa_p/kappa0 = 0.0256
-- sinusoidal source --
period = 500 nm, k = q*Lambda = 1.2566
source amplitude = 1.0e+17 W/m^3
A = arctan(k)/k = 0.7151
kappa(q) = 151.37 W/(m K)
kappa_p(q) = 108.24 W/(m K)
flux amplitude = 7.958 GW/m^2
T amplitude, isotropic source = 4.184 K
T_p amplitude, isotropic source = 5.850 K
T amplitude, 3mu^2 source or Fourier = 3.166 K
-- free decay at the same period --
gamma*tau, transport eigenvalue = 0.5917
gamma*tau, Fourier with kappa0 = 0.5264
gamma*tau, misuse of steady kappa(q) = 0.3984
decay time 1/gamma = 28.17 ps
late-time amplitude factor = 1.7459
lowest discrete gamma*tau at k=2 = 0.9947
-- kernels --
area of K/kappa0 = 1.000000
rms range of K = 73.0 nm
rms range of K_p = 109.5 nm
log slope of Lambda*K/kappa0 near 0 = 0.6076
|x|= 10 nm: Lambda*K/kappa0 = 0.9787, Lambda*K_p/kappa0 = 0.6244
|x|= 50 nm: Lambda*K/kappa0 = 0.2691, Lambda*K_p/kappa0 = 0.3324
|x|=100 nm: Lambda*K/kappa0 = 0.0971, Lambda*K_p/kappa0 = 0.1645
|x|=300 nm: Lambda*K/kappa0 = 0.0048, Lambda*K_p/kappa0 = 0.0134
-- Gaussian heater and cooler --
standard deviation = 50 nm, separation = 1500 nm
periodic cell = 3000 nm, peak = 1.0e+17 W/m^3
 51.2 nm from heater, J in GW/m^2: transport 4.348, kernel 4.347, local 6.132
101.1 nm from heater, J in GW/m^2: transport 5.996, kernel 5.995, local 7.172
200.9 nm from heater, J in GW/m^2: transport 6.266, kernel 6.266, local 6.408
400.6 nm from heater, J in GW/m^2: transport 6.267, kernel 6.267, local 6.273
largest misfit / peak flux, K with T = 1.9e-04
largest misfit / peak flux, K_p with T_p = 2.1e-04
largest misfit / peak flux, K_p with T = 0.200
largest misfit / peak flux, local law = 0.288
heater T, transport = 23.219 K
heater T, Fourier = 22.248 K
```
